# Oscillation theorem for Hill's equation: band edges and their nodes: a program that tests the result

```python
# Oscillation theorem for Hill's equation  -psi''/2 + V psi = E psi,  V(x+a) = V(x).
# Result under test: the band edges, in rising energy, are periodic (P), then
# antiperiodic (A) twice, P twice, A twice, ...; both edges of gap n have n nodes
# per period.  Atomic units inside; eV and angstrom in the printed output.
# Symbols: a period, G = 2 pi/a, v[m-1] Fourier coefficient of V at wave number m G,
# theta Pruefer angle (psi = r sin theta, psi' = r cos theta), alpha = theta(0),
# advance = theta(a) - alpha, with largest and smallest value over alpha,
# M transfer matrix over one period acting on (psi', psi), D = trace M.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
a_ang, V1_ev, V2_ev = 4.0, 6.0, 4.0
a = a_ang / ANG
G = 2 * np.pi / a
v_model = np.array([V1_ev / 2, -1j * V2_ev / 2]) / EV   # V1 cos(Gx) + V2 sin(2Gx)
v_half = np.array([0, -1j * V2_ev / 2]) / EV            # true period a/2
STEPS = 1000


def potential(x, v):
    return 2 * sum(np.real(c * np.exp(1j * (m + 1) * G * x)) for m, c in enumerate(v))


def band_edges(v, top, cutoff=20):
    """Lowest 2*top+1 periodic/antiperiodic states by plane-wave diagonalization."""
    found = []
    for kind, shift in (("P", 0.0), ("A", 0.5)):
        p = np.arange(-cutoff + shift, cutoff - shift + 0.1)
        H = np.diag((p * G) ** 2 / 2).astype(complex)
        for m, c in enumerate(v, start=1):
            H += c * np.eye(len(p), k=-m) + np.conj(c) * np.eye(len(p), k=m)
        energy, vec = np.linalg.eigh(H)
        found += [(energy[j], kind, p, vec[:, j]) for j in range(top + 2)]
    found.sort(key=lambda s: s[0])
    return found[:2 * top + 1]


def wave(state, x):
    return np.exp(1j * G * np.outer(x, state[2])) @ state[3]


def real_wave(state, x):
    f = wave(state, x)
    big = f[np.argmax(abs(f))]
    f = f * abs(big) / big
    assert np.max(abs(f.imag)) < 1e-5 * abs(big)
    return f.real


def nodes(x, f):
    """Zeros of f on the grid x, by linear interpolation at sign changes."""
    j = np.where(f[:-1] * f[1:] < 0)[0]
    return x[j] - f[j] * (x[j + 1] - x[j]) / (f[j + 1] - f[j])


def rk4(slope, y, v):
    h = a / STEPS
    V = potential(np.linspace(0, a, 2 * STEPS + 1), v)
    for j in range(STEPS):
        k1 = slope(y, V[2 * j])
        k2 = slope(y + h / 2 * k1, V[2 * j + 1])
        k3 = slope(y + h / 2 * k2, V[2 * j + 1])
        k4 = slope(y + h * k3, V[2 * j + 2])
        y = y + h / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    return y


def transfer(E, v):
    def slope(Y, V):
        out = np.empty_like(Y)
        out[:, 0, :] = 2 * (V - E)[:, None] * Y[:, 1, :]
        out[:, 1, :] = Y[:, 0, :]
        return out
    return rk4(slope, np.tile(np.eye(2), (len(E), 1, 1)), v)


def advance(E, alpha, v):
    """theta(a) - alpha; E has shape (n,), alpha has shape (n, k)."""
    def slope(th, V):
        s2 = np.sin(th) ** 2
        return 1 - s2 + 2 * (E[:, None] - V) * s2
    return rk4(slope, alpha, v) - alpha


def extreme_advance(E, v):
    """Smallest and largest advance, taken at the two directions with r(a) = r(0)."""
    M = transfer(E, v)
    _, sing, right = np.linalg.svd(M)
    major = np.arctan2(right[:, 0, 1], right[:, 0, 0])
    tilt = np.arctan(sing[:, 0])
    d = advance(E, np.stack([major - tilt, major + tilt], axis=1), v)
    return d.min(axis=1), d.max(axis=1), M


def wall_levels(x0, v, count=45):
    """Levels between hard walls at x0 and x0 + a, in a sine basis."""
    t, w = np.polynomial.legendre.leggauss(140)
    y, w = (t + 1) * a / 2, w * a / 2
    q = np.arange(1, count + 1) * np.pi / a
    S = np.sqrt(2 / a) * np.sin(np.outer(q, y))
    return np.linalg.eigvalsh(np.diag(q ** 2 / 2) + (S * (w * potential(x0 + y, v))) @ S.T)


# --- ordering and node counts, directly, for the model and for random crystals
TOP = 5
x_cell = 0.01373 * a + np.linspace(0, a, 4001)
edges = band_edges(v_model, TOP)
E_edge = np.array([s[0] for s in edges])
count = [len(nodes(x_cell, real_wave(s, x_cell))) for s in edges]
for i, s in enumerate(edges):
    n = (i + 1) // 2
    assert s[1] == "PA"[n % 2] and count[i] == n

rng = np.random.default_rng(7)
x_coarse = 0.01373 * a + np.linspace(0, a, 1201)
n_random, random_top = 40, 6
for _ in range(n_random):
    v = (rng.normal(size=4) + 1j * rng.normal(size=4)) * 2.0 / EV
    for i, s in enumerate(band_edges(v, random_top)):
        n = (i + 1) // 2
        assert s[1] == "PA"[n % 2]
        assert len(nodes(x_coarse, real_wave(s, x_coarse))) == n

# --- derivatives of the Pruefer angle with respect to energy and starting angle
E0, alpha0, eps = 2.0 / EV, 0.7, 1e-4
sol = solve_ivp(lambda x, y: [2 * (potential(x, v_model) - E0) * y[1], y[0], y[1] ** 2],
                (0, a), [np.cos(alpha0), np.sin(alpha0), 0.0], method="DOP853",
                rtol=1e-11, atol=1e-13)
r2_end, norm = sol.y[0, -1] ** 2 + sol.y[1, -1] ** 2, sol.y[2, -1]
d = advance(np.array([E0 - eps, E0, E0 + eps]),
            np.tile([alpha0 - eps, alpha0, alpha0 + eps], (3, 1)), v_model)
dE_num, dE_formula = (d[2, 1] - d[0, 1]) / (2 * eps), 2 * norm / r2_end
da_num, da_formula = 1 + (d[1, 2] - d[1, 0]) / (2 * eps), 1 / r2_end
assert abs(dE_num / dE_formula - 1) < 1e-4      # finite-difference error
assert abs(da_num / da_formula - 1) < 1e-4

# --- energy scan: extremes, bounds, and bands and gaps from the trace of M
x_fine = np.linspace(0, a, 20001)
V_fine = potential(x_fine, v_model)
Vmin, Vmax = V_fine.min(), V_fine.max()
E_scan = np.linspace(Vmin - 5 / EV, 70 / EV, 160)
low, high, M = extreme_advance(E_scan, v_model)
grid = advance(E_scan, np.tile(np.arange(24) * np.pi / 24, (len(E_scan), 1)), v_model)
D = np.trace(M, axis1=1, axis2=2)
assert np.max(abs(np.linalg.det(M) - 1)) < 1e-5   # cancellation of large elements
assert np.all(grid <= high[:, None] + 1e-6) and np.all(grid >= low[:, None] - 1e-6)
assert np.all(np.diff(grid, axis=0) > 0)
assert np.all(np.diff(low) > 0) and np.all(np.diff(high) > 0)
assert np.all(high - low < np.pi) and np.all(high > 0) and np.all(low > -np.pi)
assert np.all(low[E_scan < Vmin] < 0)
above = E_scan > Vmax
assert np.all(low[above] > np.sqrt(2 * (E_scan[above] - Vmax)) * a - np.pi)
clear = abs(abs(D) - 2) > 1e-5
in_gap = np.floor(high / np.pi) != np.floor(low / np.pi)
assert np.all(in_gap[clear] == (abs(D) > 2)[clear])
sign_gap = (-1.0) ** np.floor(high / np.pi)
assert np.all((np.sign(D) == sign_gap)[clear & in_gap])

# --- plane-wave edges against the Pruefer conditions: extreme advance = n pi
low_e, high_e, _ = extreme_advance(E_edge, v_model)
for i in range(len(edges)):
    n = (i + 1) // 2
    hit, other = (high_e[i], low_e[i]) if i % 2 else (low_e[i], high_e[i])
    assert abs(hit / np.pi - n) < 1e-5
    if n <= 4:
        assert abs(other / np.pi - n) > 1e-4

# --- hard-wall levels lie in the gaps and touch an edge when cut at its node
for x0 in np.arange(8) * a / 8:
    lev = wall_levels(x0, v_model)
    for n in range(1, TOP + 1):
        assert E_edge[2 * n - 1] - 1e-6 < lev[n - 1] < E_edge[2 * n] + 1e-6
node_lo = nodes(x_cell, real_wave(edges[1], x_cell))[0]
node_up = nodes(x_cell, real_wave(edges[2], x_cell))[0]
wall_lo, wall_up = wall_levels(node_lo, v_model)[0], wall_levels(node_up, v_model)[0]
wall_0 = wall_levels(0.0, v_model)[0]
assert abs(wall_lo - E_edge[1]) < 1e-6 and abs(wall_up - E_edge[2]) < 1e-6

# --- closed gaps: potential of period a/2 regarded as having period a
closed = band_edges(v_half, 4)
for n in (1, 3):
    s, t = closed[2 * n - 1], closed[2 * n]
    assert s[1] == t[1] == "A" and abs(s[0] - t[0]) < 1e-10
    assert np.max(abs(transfer(np.array([s[0]]), v_half)[0] + np.eye(2))) < 1e-5
    for _ in range(20):
        c = rng.normal(size=2) + 1j * rng.normal(size=2)
        f = np.real(c[0] * wave(s, x_cell) + c[1] * wave(t, x_cell))
        assert len(nodes(x_cell, f)) == n
assert closed[4][0] - closed[3][0] > 1e-3
sector = np.isclose((closed[1][2] - 0.5) % 2, 0)    # one Bloch wave of the half cell
parts = [np.where(sector, closed[i][3], 0) for i in (1, 2)]
best = max(parts, key=np.linalg.norm)
dens = abs(wave((0, "A", closed[1][2], best), x_cell)) ** 2
bloch_ratio = dens.min() / dens.max()
assert bloch_ratio > 0.1

# --- worked numbers
print(f"period a = {a_ang:.1f} angstrom")
print(f"V1 = {V1_ev:.1f} eV, V2 = {V2_ev:.1f} eV")
print(f"potential minimum = {Vmin * EV:.4f} eV, maximum = {Vmax * EV:.4f} eV")
print(f"E0 = {E_edge[0] * EV:.4f} eV, type {edges[0][1]}, nodes {count[0]}")
for n in range(1, TOP + 1):
    lo, up = 2 * n - 1, 2 * n
    print(f"gap {n}: type {edges[lo][1]}{edges[up][1]}, lower {E_edge[lo] * EV:.4f} eV, "
          f"upper {E_edge[up] * EV:.4f} eV")
    print(f"   width {(E_edge[up] - E_edge[lo]) * EV:.4f} eV, "
          f"nodes {count[lo]} and {count[up]}")
print(f"gap 1 width = {E_edge[2] - E_edge[1]:.5f} hartree")
for n in range(TOP):
    left = E_edge[2 * n]
    print(f"band {n + 1} width = {(E_edge[2 * n + 1] - left) * EV:.4f} eV")
print("smallest and largest advance in units of pi:")
print(f"   at E0: {low_e[0] / np.pi:.5f}, {high_e[0] / np.pi:.5f}")
for n in range(1, 5):
    for i, name in ((2 * n - 1, "lower"), (2 * n, "upper")):
        print(f"   gap {n} {name} edge: {low_e[i] / np.pi:.5f}, {high_e[i] / np.pi:.5f}")
print(f"angle derivatives at E = {E0 * EV:.1f} eV, alpha = {alpha0:.1f} rad:")
print(f"   d theta/dE: difference {dE_num:.5f}, formula {dE_formula:.5f} rad/hartree")
print(f"   d theta/d alpha: difference {da_num:.6f}, formula {da_formula:.6f}")
for name, pos in (("lower", node_lo), ("upper", node_up)):
    print(f"gap 1 {name} edge: node at {(pos % a) * ANG:.4f} angstrom, "
          f"V there {potential(pos, v_model) * EV:.4f} eV")
print(f"first hard-wall level, cut at lower-edge node: {wall_lo * EV:.4f} eV")
print(f"first hard-wall level, cut at upper-edge node: {wall_up * EV:.4f} eV")
print(f"first hard-wall level, cut at x = 0: {wall_0 * EV:.4f} eV")
print(f"V1 = 0: closed gap 1 at {closed[1][0] * EV:.4f} eV, "
      f"closed gap 3 at {closed[5][0] * EV:.4f} eV")
print(f"V1 = 0: gap 2 width = {(closed[4][0] - closed[3][0]) * EV:.4f} eV")
print(f"V1 = 0: Bloch wave at gap 1, min/max density = {bloch_ratio:.4f}")
print(f"random potentials tested: {n_random}, gaps in each: {random_top}")
print("finished without a failed check")
```

Printed output:

```
period a = 4.0 angstrom
V1 = 6.0 eV, V2 = 4.0 eV
potential minimum = -8.6862 eV, maximum = 8.6862 eV
E0 = -1.9261 eV, type P, nodes 0
gap 1: type AA, lower -1.3649 eV, upper 4.5947 eV
   width 5.9596 eV, nodes 1 and 1
gap 2: type PP, lower 7.9928 eV, upper 11.7723 eV
   width 3.7796 eV, nodes 2 and 2
gap 3: type AA, lower 20.9251 eV, upper 22.1419 eV
   width 1.2169 eV, nodes 3 and 3
gap 4: type PP, lower 37.6878 eV, upper 37.9201 eV
   width 0.2323 eV, nodes 4 and 4
gap 5: type AA, lower 58.8605 eV, upper 58.8907 eV
   width 0.0302 eV, nodes 5 and 5
gap 1 width = 0.21901 hartree
band 1 width = 0.5612 eV
band 2 width = 3.3981 eV
band 3 width = 9.1527 eV
band 4 width = 15.5459 eV
band 5 width = 20.9404 eV
smallest and largest advance in units of pi:
   at E0: 0.00000, 0.62216
   gap 1 lower edge: 0.63778, 1.00000
   gap 1 upper edge: 1.00000, 1.72592
   gap 2 lower edge: 1.58230, 2.00000
   gap 2 upper edge: 2.00000, 2.37587
   gap 3 lower edge: 2.91545, 3.00000
   gap 3 upper edge: 3.00000, 3.08965
   gap 4 lower edge: 3.99108, 4.00000
   gap 4 upper edge: 4.00000, 4.01809
angle derivatives at E = 2.0 eV, alpha = 0.7 rad:
   d theta/dE: difference 2.94338, formula 2.94338 rad/hartree
   d theta/d alpha: difference 0.017162, formula 0.017162
gap 1 lower edge: node at 3.9622 angstrom, V there 5.5159 eV
gap 1 upper edge: node at 1.9488 angstrom, V there -6.6209 eV
first hard-wall level, cut at lower-edge node: -1.3649 eV
first hard-wall level, cut at upper-edge node: 4.5947 eV
first hard-wall level, cut at x = 0: -1.3635 eV
V1 = 0: closed gap 1 at 2.0696 eV, closed gap 3 at 21.3188 eV
V1 = 0: gap 2 width = 3.9972 eV
V1 = 0: Bloch wave at gap 1, min/max density = 0.5691
random potentials tested: 40, gaps in each: 6
finished without a failed check
```
